# Orbit-resolved magnetoconductivity: closed-orbit saturation, open-orbit growth and compensation

## What scaling leaves undecided

In a uniform metal with a single relaxation time $\tau$, the magnetic field $B$ enters the semiclassical problem only through the distance in $k$ that an electron travels between collisions. Let $\varepsilon(\mathbf k)$ be the band energy, $\mathbf w=\nabla_k\varepsilon=\hbar\mathbf v$, and the electron charge $-e$. With $\mathbf b$ the unit vector along the field,

$$\hbar\dot{\mathbf k}=-e\,\mathbf v\times\mathbf B\quad\Rightarrow\quad \dot{\mathbf k}=-\frac{eB}{\hbar^2}\,\mathbf w\times\mathbf b .$$

Multiplying by $\tau$ leaves one field variable, $x=eB\tau/\hbar^2$. Conductivity is proportional to $\tau$ at $B=0$, so

$$\sigma_{ij}=\tau S_{ij}(x),\qquad \rho_{ij}=\tau^{-1}R_{ij}(x).$$

The relative rise of a resistivity therefore depends on the product $B\tau$. Reversing the field exchanges past and future along each orbit, which transposes $S$, so diagonal elements are even in $x$. Evenness alone does not fix the power at large $x$, since $|x|$ is even too. For orbits that close or repeat periodically, the expansion derived below leaves $x^0$ or $x^2$ for the transverse resistivities. Which one occurs depends on the orbits, and a numerical scheme must not blur that decision.

## The naive scheme and its two failures

Write the distribution as $f=f_0+(-\partial f_0/\partial\varepsilon)\psi$. To first order in the electric field $\mathbf E$, the stationary Boltzmann equation is

$$e\mathbf E\cdot\mathbf v+\dot{\mathbf k}\cdot\nabla_k\psi=-\psi/\tau ,$$

where $\dot{\mathbf k}$ is the magnetic motion; it conserves energy and so does not act on $f_0$. Along an orbit this is a first-order equation in time, with solution

$$\psi=-e\sum_jE_j\int_0^\infty ds\,e^{-s/\tau}v_j(-s).$$

The current $-2e\int d^3k\,\mathbf v f/(2\pi)^3$ then gives Chambers' formula at zero temperature:

$$\sigma_{ij}=\frac{e^2}{4\pi^3}\int d^3k\,\delta(\varepsilon-E_F)\,v_i(0)\int_0^\infty ds\,e^{-s/\tau}v_j(-s).$$

The naive scheme puts points on the Fermi surface, follows each backwards for several $\tau$, and repeats this for every field. At high field the history covers many revolutions and the velocities nearly cancel. The resistivity needs the remainder.

Let $(p,q,b)$ be right-handed axes. Anticipating the result derived below, open orbits running along $q$ give, with $P=e^2/(4\pi^3\hbar^2)$,

$$\sigma_{pp}\to P\tau C,\qquad \sigma_{qq}\to P\tau\frac{A}{x^2},\qquad \sigma_{pq}\to P\tau\frac{H}{x}.$$

Suppose a fixed time step in the history integral adds a constant error $P\tau\delta$ to $\sigma_{qq}$. Then

$$\rho_{qq}=\frac{\sigma_{pp}}{\sigma_{pp}\sigma_{qq}-\sigma_{pq}\sigma_{qp}}\to\frac{1}{P\tau}\,\frac{C}{C(A/x^2+\delta)+H^2/x^2},$$

which tends to $1/(P\tau\delta)$: a false saturation. Conversely, a closed orbit whose sampled $v_p$ fails to average to zero acquires a false $C$, and with it a false quadratic growth. Each error imitates the other physical case. The scheme must therefore build in the mean velocity of each orbit and the cancellation of the rest.

## Coordinates that follow the orbit

Use the scaled time $u=eBt/\hbar^2$. Since $\mathbf w\times\mathbf b=w_q\hat{\mathbf p}-w_p\hat{\mathbf q}$ in the transverse plane,

$$\frac{dk_p}{du}=-w_q,\qquad \frac{dk_q}{du}=w_p .$$

The field has disappeared, so each orbit is traced once and serves all fields. In a plane of fixed $k_b$, a step along the orbit has length $w_\perp du$, and a step across it to the next energy has length $d\varepsilon/w_\perp$. Their product gives $d^3k=dk_b\,d\varepsilon\,du$, and the delta function removes $d\varepsilon$.

An orbit is complete when it returns to its start modulo a reciprocal vector $\mathbf G$. Open orbits that never repeat, which can occur for a general field direction, are not covered here. It is closed if $\mathbf G=0$ and open otherwise. Take $q$ along $\mathbf G$. Integrating the equations of motion over the scaled period $U$ gives

$$\langle w_p\rangle=G_q/U,\qquad \langle w_q\rangle=0 .$$

An orbit open along $q$ in $k$ space thus carries a steady velocity along $p$ in real space.

The area between orbits of neighbouring energy is $d\mathcal A=U\,d\varepsilon$ in magnitude. A closed orbit has angular frequency $\omega=2\pi eB/(\hbar^2U)$, so its cyclotron mass is $eB/\omega=\hbar^2U/2\pi$.

The velocity is periodic: $w_j(u)=\sum_n c_{jn}e^{2\pi inu/U}$. The history integral can then be done without a cutoff,

$$\frac1\tau\int_0^\infty ds\,e^{-s/\tau}e^{-in\omega s}=\frac1{1+in\omega\tau}.$$

Because $w_i$ is real, $\oint du\,w_i e^{2\pi inu/U}=Uc_{in}^*$, and

$$\sigma_{ij}=P\tau\int dk_b\sum_{\rm orbits}U\sum_n\frac{c_{in}^*c_{jn}}{1+in\omega\tau}.$$

The $n=0$ term holds the steady drift and does not depend on field. Every other term is suppressed by its own denominator instead of by cancellation between large numbers.

One difficulty remains. At the plane dividing open from closed orbits, the orbit meets a saddle point. Near it a displacement $\delta$ grows as $\delta e^{\lambda u}$, so each passage of a saddle takes a scaled time of about $\lambda^{-1}\ln(1/\delta)$ and the period diverges logarithmically. This is integrable. Placing the planes at $k_b=k_s(1-s^2)$ on the open side of the dividing value $k_s$, with a matching quadratic map on the other side, supplies a factor $s\,ds$ that softens the logarithm. Orbits with $\omega\tau\lesssim1$ have $U\gtrsim2\pi x$, so at high field they survive only in a layer whose width falls exponentially with $x$.

## The limits, with their coefficients

Let $\kappa_n$ be the Fourier coefficients of the periodic function $k_p(u)$. From $w_q=-dk_p/du$,

$$c_{qn}=-\frac{2\pi in}{U}\kappa_n,\qquad \omega\tau=\frac{2\pi x}{U}.$$

In $\sigma_{qq}$ the imaginary parts of the terms $n$ and $-n$ cancel. For $n\neq0$ and large $x$, each of the two terms then contributes

$$\frac{|c_{qn}|^2}{1+n^2\omega^2\tau^2}\to\frac{4\pi^2n^2}{U^2}|\kappa_n|^2\,\frac{U^2}{4\pi^2n^2x^2}=\frac{|\kappa_n|^2}{x^2}.$$

For $\sigma_{pq}$ the denominator becomes $in\omega\tau$:

$$\frac{c_{pn}^*c_{qn}}{in\omega\tau}=c_{pn}^*\left(-\frac{2\pi in}{U}\kappa_n\right)\frac{U}{2\pi inx}=-\frac{c_{pn}^*\kappa_n}{x}.$$

Summing over $n$ turns these products into time averages. With $\Delta k_p=k_p-\langle k_p\rangle$,

$$C=\int dk_b\sum\frac{G_q^2}{U},\quad A=\int dk_b\sum U\langle\Delta k_p^2\rangle,\quad H=-\int dk_b\sum U\langle w_p\Delta k_p\rangle .$$

To leading order $\sigma_{qp}=-\sigma_{pq}$, so the determinant is $P^2\tau^2(CA+H^2)/x^2$. I assume a mirror plane perpendicular to $\mathbf B$. It leaves $\mathbf B$ unchanged and reverses $v_b$, so the conductivities mixing $b$ with $p,q$ vanish and the transverse block can be inverted alone:

$$\rho_{qq}\to\frac{1}{P\tau}\frac{Cx^2}{CA+H^2},\qquad \rho_{pp}\to\frac1{P\tau}\frac{A}{CA+H^2}.$$

Growth occurs for current along $q$, the $k$-space direction of the open orbits. For current along $p$ the resistivity saturates.

If every orbit is closed, $C=0$ and $\sigma_{pp}$ also falls as $1/x^2$, with coefficient $A'$ given by the variance of $k_q$. Here $w_pdu=dk_q$, so $H=-\int dk_b\oint k_pdk_q$. Electron orbits run anticlockwise and hole orbits clockwise, hence $H=V_h-V_e$, the difference of enclosed volumes. With $n=V/4\pi^3$,

$$\sigma_{pq}\to\frac{P\tau H}{x}=\frac{e(n_h-n_e)}{B},\qquad \rho_{pp}\to\frac{A}{P\tau H^2},\qquad \rho_{qq}\to\frac{A'}{P\tau H^2}.$$

Both resistivities saturate, provided $n_h\ne n_e$.

At compensation, $H=0$. If symmetry also removes the even part of $\sigma_{pq}$, as it does in the example, then $\rho_{pp}\to x^2/(P\tau A')$ and $\rho_{qq}\to x^2/(P\tau A)$. Both grow quadratically with no open orbit present. Quadratic growth is therefore not by itself evidence of open orbits.

If open orbits run along two perpendicular directions, taken as $p$ and $q$, both diagonal conductivities stay finite while $\sigma_{pq}$ falls as $1/x$. Both resistivities then saturate despite the open orbits.

## A tube and a pocket

The example uses two sheets of face-centred cubic tight-binding bands, with cube edge $a=0.389$ nm. The first is a hole tube along $z$. With $k_x$ measured from $2\pi/a$,

$$\varepsilon=4t\cos\frac{ak_x}2\cos\frac{ak_y}2-2t_z\cos ak_z,$$

where $t=0.25$ eV, $t_z=0.02$ eV and $E_F=0.80$ eV. This energy repeats every $2\pi/a$ along $z$, half the shortest axial reciprocal vector of the lattice. That shorter period serves as $G$ for the open orbits, and one zone holds two of them. The second is a closed electron pocket of the band $-4t_s(c_xc_y+c_yc_z+c_zc_x)$, with $c_i=\cos(ak_i/2)$ and $t_s=0.15$ eV. Its energy offset from the tube band is adjusted to set its density. Hybridization between sheets is left out, and $\tau=5$ ps throughout unless stated.

The tube holds $n_h=9.14$ nm$^{-3}$, or $9.14\times0.389^3/4=0.134$ holes per atom. Its cyclotron mass at $k_z=0$ is 2.19 electron masses, so $\omega\tau=eB\tau/m=4.0$ at 10 T.

With $\mathbf B$ along $z$, all orbits are closed. With $\mathbf B$ along $x$, we have $(p,q)=(y,z)$, and an orbit at fixed $k_x$ satisfies

$$\cos\frac{ak_y}{2}=\frac{E_F+2t_z\cos ak_z}{4t\cos(ak_x/2)} .$$

It is open if the right side stays below one for every $k_z$, that is, if $4t\cos(ak_x/2)>E_F+2t_z=0.84$ eV. This gives $|k_x|<(2/a)\arccos0.84=2.95$ nm$^{-1}$. From there to 3.64 nm$^{-1}$ the orbits are closed loops.

Two comparisons address the tracing itself. Slicing the tube along $z$ and along $x$ gives densities of states in the ratio 1.000005. At 3 T the transverse tensor of the tube was also computed without orbits, by solving the Boltzmann equation on a $45\times27$ surface grid. Over both field directions the largest difference was $5\times10^{-8}$ of $\sqrt{\sigma_{ii}\sigma_{jj}}$.

## Reading the magnetoresistance

With a pocket of half the hole density, the relative rises $\rho(B)/\rho(0)-1$ are:

| $B$ (T) | closed, $\rho_{xx}$ | open, $\rho_{zz}$ | open, $\rho_{yy}$ |
|---|---|---|---|
| 5 | 2.59 | 2.99 | 0.067 |
| 10 | 5.26 | 11.9 | 0.124 |
| 20 | 7.10 | 47.3 | 0.170 |
| 40 | 7.77 | 189 | 0.191 |

At 5 T the first two columns are similar; the field dependence separates them. The closed case starts from 0.113 μΩ cm and its orbit geometry gives a limit of 1.020 μΩ cm, a rise of $1.020/0.113-1=8.0$.

A two-carrier estimate explains this size. Circular sheets have $\sigma_{xx}\to\sum nm/(\tau B^2)$ at high field and $\sigma_{xx}(0)=e^2\tau\sum n/m$, so

$$\frac{\rho(\infty)}{\rho(0)}=\frac{(\sum nm)(\sum n/m)}{(n_h-n_e)^2}.$$

For equal masses and $n_e=n_h/2$ this is $1.5^2/0.5^2=9$, a rise of 8. For one sheet alone it is 1, with no rise; the tube by itself rises by only 0.002 at 40 T. The large saturating value thus comes from electrons and holes opposing each other's Hall current.

In the open case the geometric coefficient is 0.03644 μΩ cm/T$^2$. At 40 T it predicts $0.03644\times1600=58.3$ μΩ cm. The full sum gives $0.3095\times189.5=58.7$ μΩ cm.

The exponent $d\ln\rho/d\ln B$ between 20 and 40 T is 0.12 for closed $\rho_{xx}$ and 1.97 for open $\rho_{zz}$. Between 200 and 400 T it is 0.001 and 2.000. Those fields are formal: since $B\tau$ sets the exponent, 400 T at 5 ps stands for 40 T at 50 ps.

Now let the pocket match the holes, $n_e=n_h$. With closed orbits, $\rho_{xx}$ rises by 14.7 at 10 T and by 235 at 40 T. With open orbits, $\rho_{zz}$ rises by 7.3 and 117. The field direction without open orbits gives the larger rise, and both exponents are 2.00 in the formal range. Current direction distinguishes them: the closed case has exponent 2.00 for $\rho_{yy}$ as well, whereas the open case has 0.0003.

Adding a second tube along $y$ to the first, with no pocket and $\mathbf B$ still along $x$, creates two open directions as long as the sheets stay unhybridized. The exponent of $\rho_{zz}$ drops to 0.0001. The two sets of open lines cross, however, and a gap at the crossings would join them into closed loops unless magnetic breakdown bridged it. The example illustrates the rule for two open directions, not the behaviour of real arms that join. Field alignment matters too. Tilting the field from $x$ towards the tube axis turns the open lines into long closed loops, and with unequal carrier densities the growth ends once electrons complete these loops within $\tau$. A diagnosis therefore needs at least the carrier balance, both current directions, the number of open directions and the alignment of the field.

## Palladium, films and temperature

The tube's lattice constant and hole count lie in the rough regime of one arm of palladium's open d-hole network. Palladium is compensated, so the half-density pocket does not describe it. Its arms also join, which changes the orbits, and the numbers here are not a prediction for that metal. A relaxation time of 5 ps requires a clean crystal near liquid-helium temperature.

Interconnects break the assumption of long, uninterrupted orbits. The rms in-plane speed of the tube is $1.72\times10^5$ m/s, giving a path of 861 nm, and a closed orbit at 10 T is 439 nm wide. Neither fits across a 50 nm film whose normal lies in the $xy$ plane. Adding the tube's surface rate $v/d$ to $1/\tau$, for both sheets, gives

$$\frac1{\tau_{\rm film}}=0.20+3.44=3.64\ {\rm ps}^{-1},\qquad \tau_{\rm film}=0.27\ {\rm ps}.$$

For the half-density pocket at 10 T, this cuts the closed rise from 5.3 to 0.046 and the open rise from 11.9 to 0.037. It is an estimate of scale, since it does not follow electrons to the surfaces and ignores the higher speed of the pocket's electrons, which would reduce the rises further.

At room temperature a rough $\tau=10$ fs gives rises of $6\times10^{-5}$ and $5\times10^{-5}$. This time is probably too short for these sheets: it implies $\rho_{xx}=0.113\times500=57$ μΩ cm and $\rho_{zz}=0.3095\times500=155$ μΩ cm, against roughly 10 μΩ cm for palladium. Matching that value would take about 60 fs for $\rho_{xx}$ and 155 fs for $\rho_{zz}$. The rise is quadratic in $\tau$ at weak field, so the closed rise would then be near $2\times10^{-3}$ and the open rise near $10^{-2}$, both still small.

Sharing one relaxation time between the sheets is a strong assumption: doubling or halving the pocket's scattering rate alone changes the open rise at 10 T about threefold. A moderate anisotropy of the scattering matters less. Varying the tube's scattering rate by $0.3\cos4\phi$ around its axis changes the closed rise at 10 T from 5.26 to 5.42, and the open rise at 3 T from 1.08 to 1.11. At 4 K, $k_BT=0.34$ meV is comparable with the Landau spacing of 0.53 meV at 10 T, but temperature and collisions together damp the quantum oscillations of the tube's orbit at $k_z=0$ by a factor $3\times10^{-5}$.

The neglect of magnetic breakdown is also a delicate assumption. An electron can cross a gap $\Delta$ between two orbits with the Landau–Zener probability $e^{-B_0/B}$. For perpendicular velocities of magnitude $v$ at the crossing, the band energies separate at the rate $eBv^2$, and

$$B_0=\frac{\pi\Delta^2}{2\hbar ev^2}.$$

With the tube's rms in-plane speed for $v$, a rough gap of 0.1 eV gives about 800 T, which makes breakdown negligible at 10 T. Because $B_0\propto\Delta^2$, a gap of 10 meV would give 8 T and a crossing probability of $e^{-0.8}\approx0.45$. For the two crossed tubes this holds near $k_x=0$; towards the neck the velocities across the field fall, and at $k_x=2.5$ nm$^{-1}$ the same gap gives about 31 T and a probability of 0.05. Electrons would then switch between orbits, and classifying each orbit as open or closed would no longer determine the resistivity. The numerical output lists the remaining values.

## Computed results

```
lattice constant a = 0.389 nm; t = 0.25 eV; tz = 0.02 eV
tube Fermi level = 0.8 eV; band top at 4t+2tz = 1.04 eV
electron hopping ts = 0.15 eV; tau = 5.0 ps
hole density = 9.1365 nm^-3 = 0.1345 per atom
pocket level, half density = -1.2588 eV
pocket level, equal density = -0.9903 eV
neck, belly half-widths = 2.949, 3.637 nm^-1
cyclotron mass at kz=0 = 2.194 electron masses
omega_c tau at 10 T = 4.009
largest scaled grid-orbit difference at 3 T = 4.8e-08
density of states ratio, two slicings = 1.000005
zero-field rho_xx = 0.1130 microohm cm
zero-field rho_zz = 0.3095 microohm cm
relative rise of resistivity, n_e = n_h/2 (no unit):
B(T)  closed xx   open zz   open yy
   5     2.5873      2.991    0.0671
  10     5.2615     11.877    0.1239
  20     7.0954     47.251    0.1703
  40     7.7728    188.546    0.1909
relative rise, n_e = n_h (no unit):
B(T)  closed xx   open zz   open yy
  10     14.676      7.349    0.0881
  40    234.776    117.365    0.1365
tube alone, closed, rise at 40 T = 0.00185
exponent of rho in B: 200-400 T (formal), 20-40 T
  closed, n_e=n_h/2, rho_xx: 0.0013, 0.1159
  open, n_e=n_h/2, rho_zz: 1.9997, 1.9739
  open, n_e=n_h/2, rho_yy: 0.0003, 0.0251
  closed, n_e=n_h, rho_xx: 1.9998, 1.9817
  closed, n_e=n_h, rho_yy: 1.9998, 1.9817
  open, n_e=n_h, rho_zz: 1.9996, 1.9633
  open, n_e=n_h, rho_yy: 0.0003, 0.0191
  two crossed tubes, rho_zz: 0.0001, 0.0107
closed limit of rho_xx = 1.0203 microohm cm
open rho_zz/B^2 limit = 3.644e-02 microohm cm/T^2
open limit of rho_yy = 0.1356 microohm cm
Hall limit B sigma_xy/(e(n_h-n_e)) = 0.999952
rms in-plane speed = 1.722e+05 m/s; path = 861 nm
closed orbit width at 10 T = 439 nm
50 nm film: tau about 0.274 ps
  rise at 10 T: closed 0.0460, open zz 0.0367
room temperature, rough tau = 10 fs
  rise at 10 T: closed 6.14e-05, open zz 4.88e-05
scattering rate varied by 0.3 cos(4 phi) on the tube:
  closed rise, 10 T: 5.2615 to 5.4163
  open zz rise, 3 T: 1.0823 to 1.1070
breakdown field, 0.1 eV gap = 805 T; chance at 10 T = 1.1e-35
Landau spacing at 10 T = 0.528 meV; kT at 4 K = 0.345 meV
quantum oscillation damping factor = 3.0e-05
kT/(4t-EF) at 4 K = 1.7e-03
```
